# Why isotropic slope-selected mounds coarsen as time to the one-third

**Q.** A crystal surface grows by deposition and breaks up into mounds. Which equation do you start from, and what is put into it by hand?

**A.** An atom landing on a terrace can join the ascending step at one side or hop down at the other. If a barrier hinders the hop down, atoms attach more often to the ascending step. The resulting uphill current makes a flat surface unstable; this is the Villain instability. In the frame moving with the mean surface I take
$$h_t=-\nabla\cdot\left[\nu\,\mathbf m\left(1-\frac{m^2}{m_0^2}\right)\right]-K\nabla^4h,\qquad \mathbf m=\nabla h,$$
with $\nu,K>0$ and periodic boundaries. Three things are put in: the uphill current vanishes at a selected slope $m_0$, it does so in every direction, and a smoothing term $K$ acts at short lengths. Deposition noise is dropped. The model is classical, so its natural units are those of the growth equation.

Let $\xi=\sqrt{K/\nu}$. I measure length in $\xi$, time in $\xi^2/\nu$ and height in $m_0\xi$. The left side then carries the factor $m_0\xi\,\nu/\xi^2=m_0\nu/\xi$, the first term on the right $\nu m_0/\xi$, and the last $Km_0\xi/\xi^4=m_0\nu/\xi$, because $K=\nu\xi^2$. The common factor cancels:
$$h_t=-\nabla\cdot[(1-m^2)\mathbf m]-\nabla^4h .$$
For a small ripple of wavenumber $k$ the cubic term drops out and the growth rate is $k^2-k^4$. Its derivative $2k-4k^3$ vanishes at $k^2=1/2$, so the first mounds have wavelength $2\pi\sqrt2\,\xi$.

**Q.** You want to use an energy. But this is a driven surface, not one relaxing to equilibrium.

**A.** The quantity I need is not a thermodynamic energy. It is a functional that this particular equation lowers:
$$e=\left\langle\tfrac14(1-m^2)^2+\tfrac12(\nabla^2h)^2\right\rangle ,$$
where the brackets denote an area average. Change $h$ by a small $\phi$. The first term changes by $-\langle(1-m^2)\,\mathbf m\cdot\nabla\phi\rangle$, which after integration by parts is $\langle\phi\,\nabla\cdot[(1-m^2)\mathbf m]\rangle$. The second changes by $\langle\nabla^2h\,\nabla^2\phi\rangle=\langle\phi\nabla^4h\rangle$. Together,
$$\delta e=\langle\phi\,\{\nabla\cdot[(1-m^2)\mathbf m]+\nabla^4h\}\rangle=-\langle\phi\,h_t\rangle .$$
Setting $\phi=h_t\,dt$ gives
$$\frac{de}{dt}=-\langle h_t^2\rangle .$$
This holds without any scaling assumption.

**Q.** Where does this energy sit once the mounds are formed?

**A.** On a facet with $m=1$ and no curvature both terms vanish. The model selects the steepness but not the direction, so a flank may also be conical. At distance $r$ from its tip a cone has curvature $|\nabla^2h|=1/r$ and energy density $1/(2r^2)$. Averaged over a mound this is of order $(\ln L)/L^2$, which for large mounds is less than the $1/L$ found below for edges. I therefore keep only the edges, where flat facets meet. Take a straight edge with normal $x$ and a profile that does not vary along $y$. Since $\mathbf m$ is a gradient, $\partial_xm_y=\partial_ym_x=0$. The tangential slope $q$ is therefore the same on both sides, and only the normal slope $u$ changes, between $a$ and $-a$ with $a^2=1-q^2$.

In a stationary edge the normal current is constant, and it is zero on the facets, so
$$u''+(a^2-u^2)u=0 .$$
Multiply by $u'$ and integrate. The constant vanishes on the facets, which leaves
$$\tfrac12u'^2=\tfrac14(a^2-u^2)^2,\qquad u=\pm a\tanh\frac{ax}{\sqrt2}.$$
The two parts of the energy are thus equal at every point of the edge, and their sum is $\frac12(a^2-u^2)^2$. With $dx=\sqrt2\,du/(a^2-u^2)$ the energy per edge length is
$$\gamma=\frac1{\sqrt2}\int_{-a}^{a}(a^2-u^2)\,du=\frac{2\sqrt2}{3}\,a^3 .$$
Numerically relaxed ridge profiles gave 0.94281 for $a=1$, equal to the formula to the digits shown, and 0.48268 for $a=0.8$, where the formula gives 0.48272.

If mounds have lateral size $L$, the edge length per area is proportional to $1/L$. Hence $e=c_1/L$, with $c_1$ constant as long as the pattern keeps its statistical shape.

**Q.** Edges move only locally. Why should the dissipation not be confined to them as well?

**A.** Because the dissipation contains $h_t$, not $\mathbf m_t$. Write two neighbouring facets with fixed slopes as $h=\mathbf m_\pm\cdot\mathbf r+b_\pm(t)$. Their heights agree on the edge, so at edge position $x$ we have $(u_+-u_-)x+b_+-b_-=0$. The tangential parts have cancelled. Differentiating,
$$\dot b_+-\dot b_-=-(u_+-u_-)\,\dot x .$$
A moving edge therefore requires at least one whole facet to rise or sink at a rate comparable with the edge speed. Material has to be carried across the facet. If edge speeds are of order $\dot L$, then
$$\langle h_t^2\rangle=c_2\dot L^2 ,$$
again with $c_2$ constant for a self-similar pattern.

Compare a fictitious surface whose slope relaxes locally, with dissipation $\langle\mathbf m_t^2\rangle$. There $\mathbf m_t\sim\dot L$ inside edges of unit width, which cover a fraction $1/L$ of the area, so the dissipation is of order $\dot L^2/L$. Equating this to the energy loss $\dot L/L^2$ gives $\dot L\sim1/L$ and $L\sim t^{1/2}$. Transport across facets makes the real model slower.

**Q.** And how much slower?

**A.** Insert both estimates into the exact energy balance:
$$\frac{c_1\dot L}{L^2}=c_2\dot L^2 .$$
For a coarsening pattern $\dot L\neq0$, so one factor cancels, and $L^2\dot L=c_1/c_2$. Integration gives
$$L^3=L_0^3+\frac{3c_1}{c_2}(t-t_0).$$
In ordinary units $L^3$ carries $\xi^3$ and time carries $\xi^2/\nu$, so the coefficient is multiplied by $\xi\nu=\sqrt{K\nu}$:
$$L^3=L_0^3+G\sqrt{K\nu}\,(t-t_0),\qquad L\sim t^{1/3}\ \text{at late times}.$$

**Q.** You cancelled $\dot L$. That assumes the surface coarsens at all. And $c_1$ and $c_2$ are unknown.

**A.** Both objections are fair. The argument can be rewritten with measurable quantities, which shows where the assumption enters. Let $w$ be the rms height, with the mean height set to zero. From $w^2=\langle h^2\rangle$ follows $w\dot w=\langle hh_t\rangle$. Define the correlation
$$\rho=\frac{\langle hh_t\rangle}{w\sqrt{\langle h_t^2\rangle}},\qquad\text{so that}\qquad \dot w=\rho\sqrt{-\dot e}.$$
This is an identity. Now assume scaling: $w\propto L$ and $e\propto1/L$, so $ew=A$ is constant and $-\dot e=A\dot w/w^2$. Squaring the identity gives $\dot w^2=\rho^2A\dot w/w^2$, or
$$w^2\dot w=A\rho^2 .$$
If $\rho$ is constant too, $w^3=w_0^3+3A\rho^2(t-t_0)$.

Since $\rho^2\le1$, a constant $ew$ already excludes growth faster than $t^{1/3}$. It does not exclude slower growth: a $t^{1/4}$ law would need $w^3\dot w$ constant, hence $\rho^2\propto1/w$. The energy balance limits the rate; that the surface keeps pace with the limit, up to a fixed factor, is an assumption.

**Q.** Is there a case in which it does not keep pace?

**A.** Parallel ridges that are kept exactly straight. Moving one edge sideways leaves the number and length of edges unchanged, so the energy does not fall as it does when curved or branching edges shorten. At distance $d$ from an edge with $a=1$, the slope differs from its facet value by about $2e^{-\sqrt2d}$. Neighbouring edges feel each other only through such tails.

I integrated ridges with facet widths 10, 15, 15 and 10. Over about 875 time units $w$ changed by a relative $3\times10^{-4}$ with 64 grid points across the period and by $3\times10^{-5}$ with 128, so the first figure is mostly grid error and only an upper bound. The growth law fitted to two-dimensional mounds, discussed next, would have given 18%. The energy balance alone thus does not enforce the exponent 1/3. This calculation had no variation along the ridges. In two dimensions they need not stay straight: a small tangential slope $\pm q$ lowers the energy of the existing edges by a fraction $3q^2/2$, while the new edges between $+q$ and $-q$ cost only an amount proportional to $q^3$.

**Q.** Then show me the two-dimensional case.

**A.** I solved the scaled equation from random initial heights in a periodic square of side 200, with Fourier derivatives on $160\times160$ points and second-order exponential time stepping. Between times 80 and 2090 the functional fell by 0.0839, while the integrated $\langle h_t^2\rangle$ was 0.0846, a difference of 0.8% relative to the fall.

Between times 200 and 2080 $w$ doubled, from 2.17 to 4.33, and $e$ halved, from 0.107 to 0.053. The product $ew$ averaged $A=0.234$ with a relative spread of 0.6%, so this part of the scaling assumption holds well here. The mean correlation was $\rho=0.239$, which gives
$$3A\rho^2=3(0.2343)(0.239)^2=0.040 .$$
A straight-line fit gave $w^3=2.43+0.0408\,t$. The two slopes come from the same run, and $w^2\dot w=A\rho^2$ follows from the constancy of $ew$ alone. Their agreement therefore supports that part only; it neither shows that $\rho$ is constant nor predicts the rate from first principles. The ceiling for $\rho^2=1$ is $3A=0.70$, about 17 times the fitted slope.

**Q.** What is the exponent if you simply plot logarithms?

**A.** It is 0.298 for $w$ and 0.303 for $1/e$; other random initial heights shift these values by about 0.01. Both lie between 1/4 and 1/3, so this single run does not settle the exponent by itself. If the cubic law is accepted, the constant in the fit can account for the shortfall. Differentiating that law,
$$\frac{d\ln w}{d\ln t}=\frac13\,\frac{0.0408\,t}{2.43+0.0408\,t},$$
which is 0.26 at $t=200$ and 0.32 at $t=2080$. This reading presupposes the exponent 1/3 and cannot prove it. Since $ew$ is nearly constant, the open question is whether $\rho$ is constant. Its mean over the time window does not show this, because an average can hide a slow decrease. A fall as $w^{-1/2}$ would mean $t^{1/4}$, and while $w$ doubles that is a fall of only about 30%. In this run $\rho$ does drift: averaged over four equal logarithmic time intervals it goes from about 0.26 to about 0.22, a fall of some 17% where $w^{-1/2}$ would give some 23%, and $w^4$ linear in time fits slightly better than $w^3$. Of two other initial conditions, one repeats this drift, while the other keeps $\rho$ nearly constant and favours $w^3$. The run therefore does not establish $t^{1/3}$; that law rests on the assumption of self-similar growth.

**Q.** The claim was about lateral size, and you have shown me heights.

**A.** Define $L=2\pi w/s$, where $s$ is the rms slope; for a single sinusoidal ripple this is its wavelength. In the run $L$ grew from 16.4 to 29.6, with an apparent exponent of 0.254. Taken alone, that number would suggest 1/4.

The reason it lies below the exponent of $w$ is that $s$ was still rising, from 0.830 to 0.919. Rounded edges have slopes below 1, and their share of the area shrinks as the mounds grow. To make this quantitative, multiply the growth equation by $h$, average, and integrate by parts:
$$w\dot w=\langle m^2(1-m^2)\rangle-\langle(\nabla^2h)^2\rangle .$$
Next split $1-m^2=(1-m^2)^2+m^2(1-m^2)$ and average:
$$1-s^2=\langle(1-m^2)^2\rangle+\langle(\nabla^2h)^2\rangle+w\dot w .$$
In straight edges each part of the energy contributes $e/2$. Then $\langle(1-m^2)^2\rangle=2e$ and $\langle(\nabla^2h)^2\rangle=e$. With $e=A/w$ and $w\dot w=A\rho^2/w$,
$$1-s^2\simeq\frac{A(3+\rho^2)}{w} .$$
The coefficient $A(3+\rho^2)$ is 0.716; the run gave 0.679 for the mean of $(1-s^2)w$, so the estimate is 5% above the measured value. The reason is that the energy is not shared equally in the full pattern: inserted into the exact balance, the measured value means that the curvature term holds about 58% of $e$ instead of half.

The deficit vanishes as $1/w$, so $s\to1$ and $L$ finally follows $w$. In this time window, a pure $w\propto t^{1/3}$ combined with the deficit would show an exponent of 0.281 for $L$. The measured 0.254 is lower still, as expected from the constant in the fit of $w^3$, which also lowers the exponent of $w$. Sampling matters too: the number of patches of area $L^2$ in the box, $(200/L)^2$, fell from 149 to 46.

**Q.** Put in numbers that a grower would recognise.

**A.** I take rough values in the regime of Fe(001) grown on itself near room temperature: 0.05 layers/s, layer height 0.143 nm and $m_0=0.25$, a facet angle of 14°. The effective coefficients are chosen as $\nu=0.5$ nm²/s and $K=1$ nm⁴/s. Then
$$\xi=\sqrt{1/0.5}=1.414\ \text{nm},\qquad \xi^2/\nu=2/0.5=4\ \text{s}.$$
The first mounds have wavelength $2\pi\sqrt2\,\xi=12.6$ nm. Depositing 100 layers takes 2000 s, or 500 time units. The fitted law and the slope deficit give
$$w=(2.43+0.0408\times500)^{1/3}=2.84,\qquad L=\frac{2\pi(2.84)}{\sqrt{1-0.716/2.84}}=20.6 .$$
Read directly from the run, $L$ is 20.8. In ordinary units the lateral size is $20.6\,\xi=29$ nm (290 Å), and the rms height is $2.84\,m_0\xi=1.0$ nm (10 Å).

**Q.** Would a real iron surface do this?

**A.** Facet angles of ten-odd degrees and mounds some tens of nanometres wide are reasonable rough figures for such films. The time law is less secure. Reported lateral exponents for this system are, as a rough figure, near 0.2, below the 1/3 that self-similar growth would give in the model. Fe(001) has fourfold symmetry, so the assumption of equal slopes in every direction fails. As a stand-in for that effect, let $w$ grow as $t^{1/4}$ from time unit 80 onward, with the other parameters fixed: $L$ after 100 layers becomes 27 nm instead of 29 nm. Over this short span the size hardly distinguishes the laws.

**Q.** What else have you neglected, and is all of it small?

**A.** Not all. Shot noise in the deposited amount, averaged over one mound area $L^2$, is small. With site spacing 0.287 nm it gives a height of
$$0.143\sqrt{100}\,\frac{0.287}{29.2}=0.014\ \text{nm},$$
against an rms height of 1.0 nm. The layer height is 14% of the rms height, so the continuum description is only moderately good.

The serious omission is a current that distinguishes tops from valleys. Consider a terrace of width $\ell$, with an absorbing ascending step at $x=0$ and a perfectly reflecting descending edge at $x=\ell$. With deposition rate $F$ and adatom diffusion constant $D$, the density obeys $Dn''=-F$, so
$$n=\frac FD\left(\ell x-\frac{x^2}{2}\right),\qquad \bar n=\frac{F\ell^2}{3D}.$$
The mean current towards the ascending step is $Dn(\ell)/\ell=F\ell/2$. On a gently sloping surface, each step collects this current from a zone as wide as the diffusion length $l$, a total of roughly $Fl^2/2$; the prefactor depends on how islands on the terrace capture atoms. Steps of height $c$ have density $m/c$, and each atom layer carries height $c$, so $\nu\approx Fl^2/2$ and $l\approx\sqrt{2(0.5)/0.05}\approx4.5$ nm. This relation holds only where terraces are wider than $l$, that is for slopes below $c/l\approx0.03$. It also presumes a perfectly reflecting edge. With a finite barrier, described by a length $l_s$, the same terrace problem gives $\nu\approx Fl^2l_s/[2(l+l_s)]$. For a barrier of order 0.05 eV, a rough figure for Fe(001), $l_s\approx1.7$ nm and the chosen $\nu$ would require $l\approx13$ nm, so within this estimate 4.5 nm is a lower bound.

Where the slope varies, so does $\bar n$, and its gradient drives a further height current of order $cF\,\nabla(\ell^2)/3$. At an edge $\ell^2$ changes by up to about $l^2=20$ nm² over the edge width $\sqrt2\,\xi=2$ nm:
$$\frac{0.143\times0.05\times20}{3\times2}=0.024\ \text{nm}^2/\text{s}.$$
The largest uphill current in the model occurs at $m=m_0/\sqrt3$ and is $2\nu m_0/(3\sqrt3)=0.048$ nm²/s. The ratio is 0.5, which is not small, and it probably understates the problem. At the slope $m_0/\sqrt3$ terraces are only 1 nm wide, and the terrace picture then allows an uphill current of just $Fc^2/(2m)=0.0035$ nm²/s. The cubic current with the chosen $\nu$ is thus an effective description of the mounds, not a result of this terrace picture. The estimate of the extra current is rough as well, because a terrace of width $l$ is wider than the edge. Such a current makes tops and valleys unequal, and the functional $e$ is then no longer guaranteed to fall. The derivation does not say how far this shifts $L$.

**Q.** And if the sample is ten degrees warmer than the controller reports?

**A.** Suppose pairs of adatoms form stable islands. In units of the site spacing, the adatom density is $n\sim Fl^2/D$. About one island nucleates per area $l^2$ in the time $1/F$ of one layer, so $Dn^2l^2/F\sim1$, which gives $l^6\sim D/F$. If also $K\sim Fl^4$ on dimensional grounds, then $\sqrt{K\nu}\sim Fl^3$, and at fixed deposit $L\propto l\propto\exp(-E/6k_BT)$, where $E$ is the hopping barrier. For a rough $E=0.45$ eV, going from 300 K to 310 K raises $L$ by about 10%. The chosen $K$ is about one twentieth of $Fl^4$, so I use this relation for the temperature trend and not for the size itself. In this example, then, a 10 K error shifts $L$ by an amount comparable to the change from $t^{1/3}$ to $t^{1/4}$, and one final mound size cannot identify the coarsening law.
